# Random Dopants in a Halo-Implanted Channel: Threshold Matching in Weak Inversion, part 2

An n-channel transistor of width $W$ has a p-type channel with two halos ($h$), each of length $L_h$ and acceptor density $N_h$, around a middle ($m$) of length $L_m$ and density $N_m<N_h$. Random dopants vary the gate voltage $V_G$ needed for a fixed drain current $I$. We seek its standard deviation $\sigma$ as a function of $L_m$.

The model assumes weak inversion, one-dimensional electrostatics in depth, uniform mobility $\mu$ and inversion-layer thickness $t$, and no drain-induced barrier lowering.

Example: 2.0 nm oxide, $W=1.0$ µm, $L_h=50$ nm, $N_h=2.0\times10^{18}$ cm⁻³, $N_m=5.0\times10^{17}$ cm⁻³, $\mu=300$ cm²/Vs, $t=1.0$ nm, 300 K, $v_T=k_BT/q=25.85$ mV, drain voltage $V_D=50$ mV, $I=50$ pA; n-type polysilicon gate with Fermi level at the conduction-band edge; silicon gap 1.12 eV, intrinsic density $n_{\rm int}=10^{10}$ cm⁻³.

Segment $i$ has length $L_i$, inversion charge $Q_i$ per area, band bending $\psi$, depletion depth $d_i$ and slope factor $n_i=1+\varepsilon/(Cd_i)$, with $\varepsilon$ the silicon permittivity, $C$ the oxide capacitance per area and $\varepsilon/C=6.0$ nm.

$$I=\frac{\mu Wv_T\left(1-e^{-V_D/v_T}\right)}{\sum_iL_i/Q_i}.\tag{1}$$

$$Q=qt\,\frac{n_{\rm int}^2}{N}\,e^{\psi/v_T},\qquad\frac{d\ln Q}{d\psi}=\frac1{v_T}.\tag{5}$$

$$\frac{d\ln Q_i}{dV_G}=\frac1{n_iv_T}.\tag{7}$$

The resistance fraction $r_i$ is segment $i$'s share of $\sum_jL_j/Q_j$. Part (c) obtained the weights $w_i$ of local threshold shifts $\delta V_i$ from $\sum_ir_i\,\delta\ln Q_i=0$. In part (d), $s$ extra acceptors per area at depth $z$ gave (11), and Poisson statistics gave the variance (12):

$$\delta V_i=\frac{qs}{C}\left(1-\frac zd\right).\tag{11}$$

$$\sigma_i^2=\frac{q^2}{C^2}\,\frac{N_i}{WL_i}\int_0^{d_i}\left(1-\frac z{d_i}\right)^2dz=\frac{A_i^2}{WL_i},\qquad A_i^2=\frac{q^2N_id_i}{3C^2},\tag{12}$$

$$\sigma^2=\sum_iw_i^2\frac{A_i^2}{WL_i},\qquad w_i\propto\frac{L_i}{Q_in_i},\qquad\sum_iw_i=1.\tag{13}$$

$$\frac{w_m}{2w_h}=\frac{L_m/(Q_mn_m)}{2L_h/(Q_hn_h)}=\frac{L_m}{L_x}\equiv\Lambda,\qquad L_x=2L_h\,\frac{Q_m}{Q_h}\,\frac{n_m}{n_h}.\tag{14}$$

With $\sigma_h^2=A_h^2/(2WL_h)$,

$$\frac{\sigma^2}{\sigma_h^2}=\frac{1+g\Lambda}{(1+\Lambda)^2},\qquad g=\frac{2L_h}{L_x}\left(\frac{A_m}{A_h}\right)^2.\tag{15}$$

For a strong halo, $g\ll1$. In the first regime, $\Lambda\ll1$, $\sigma$ stays near $\sigma_h$; in the last, $\Lambda\gg1/g$, the area law $\sigma^2\approx A_m^2/(WL_m)$ holds. The crossover length $L_x$ drifts with $V_G$ (slope factors held constant):

$$\frac{d\ln L_x}{dV_G}=\frac1{v_T}\left(\frac1{n_m}-\frac1{n_h}\right).\tag{16}$$

### (f) What happens when the middle grows from 0.1 µm to 1 µm?

*Evaluate the example, and compare it with a law in which $\sigma$ falls as the inverse square root of total gate area.*

**Solution.** At $L_m=1$ µm the inversion charges are $Q_h=7.61\times10^{-7}$ µC/cm² and $Q_m=8.04\times10^{-4}$ µC/cm², a ratio of about 1060. The band bendings are 0.713 V and 0.857 V. This difference supplies a factor $e^{0.144/0.02585}\approx260$, and the prefactor $1/N$ in (5) supplies the remaining factor of 4. Equation (14) then gives

$$L_x=100\ \text{nm}\times1057\times\frac{1.127}{1.279}\approx93\ \text{µm}.$$

The crossover length is almost a thousand times the combined halo length, because the charge ratio is exponential in the band bending.

At $L_m=1$ µm, $\Lambda=1/93.1=0.0107$, so $w_m=0.0106$ and each halo has weight 0.495. One halo alone has standard deviation $1.110/\sqrt{1.0\times0.050}=4.96$ mV, and the middle alone has $0.822/\sqrt{1.0\times1.0}=0.82$ mV. The contributions to $\sigma$ are

$$\text{halos: }\sqrt2\times0.495\times4.96=3.47\ \text{mV},\qquad\text{middle: }0.0106\times0.82=0.009\ \text{mV}.$$

They add in squares, so $\sigma=3.47$ mV. At $L_m=0.1$ µm the result is 3.51 mV. A tenfold longer middle has lowered $\sigma$ by 1 %.

The total channel length has grown from 0.2 µm to 1.1 µm, a factor of 5.5. The area law, started from the same 3.51 mV, would give $3.51/\sqrt{5.5}=1.50$ mV. Within (13) that value is reached by making the shorter device 5.5 times wider, with the current per width held fixed: the weights then stay as they are and every local variance falls as $1/W$.

Longer middles give the following values in mV, at the same 50 pA:

| $L_m$ (µm) | $\sigma$ from (13) | $\sigma$ from (15) | area law |
|---|---|---|---|
| 0.1 | 3.51 | 3.51 | 3.51 |
| 1 | 3.47 | 3.47 | 1.50 |
| 10 | 3.18 | 3.17 | 0.49 |
| 100 | 1.78 | 1.69 | 0.16 |

The third column uses one crossover length, 93.1 µm, for all rows. At 100 µm it lies 5 % below the second column. Between the first row and the last, $V_G$ rises from 57.1 to 77.7 mV. By (16), $L_x$ then grows by about $4.1\ \text{V}^{-1}\times0.0206\ \text{V}=8\,\%$, which leaves the halos with more weight than (15) assumes and accounts for most of the gap.

Here $g=5.9\times10^{-4}$, so $L_x/g\approx0.16$ m. No transistor comes near that length. By (1), 50 pA through so long a middle would also require a charge far above the weak-inversion range, so the final area law of (15) is out of reach in this example. Within this model, a device with this doping stays in the first regime unless its middle approaches 0.1 mm in length.

### (g) Does the squared weighting survive real dopant counts?

*Check (13) without linearizing, in a case where the middle matters.*

**Solution.** For each of 4000 simulated devices, Poisson numbers of dopants were drawn in depth layers of every segment. The charge of each segment was computed as a function of gate voltage, and the gate voltage for 50 pA was found from the series sum. This uses neither (7) nor (11). For the strong halo with $L_m=1$ µm the standard deviation was 3.51 mV, against 3.47 mV from (13).

That case hardly probes the middle term. A weaker halo does: $N_h=7.0\times10^{17}$ cm⁻³ with $L_m=2.0$ µm and all else unchanged. Now $L_x$ is only 0.36 µm and $w_m=0.85$. The simulation gave 0.645 mV and (13) gives 0.632 mV, a difference of 2 %; the sampling error of a standard deviation from 4000 devices is about 1 %. The halo terms alone would give 0.413 mV. The middle therefore contributes $\sqrt{0.632^2-0.413^2}=0.48$ mV, with the weight that (13) assigns to it.

The comparison also shows that the insensitivity to $L_m$ belongs to strong halos. In the weak-halo device the middle is already several times longer than the crossover length.

### (h) When does the conclusion fail?

*Estimate the main effects left out, with the numbers of the example.*

**Solution.** *Gate bias.* At $L_m=1$ µm the middle's charge is 0.016 of $n_mCv_T$, the scale at which electrons begin to screen the gate, so weak inversion holds at 50 pA as long as confinement, treated below, is left out. At higher gate voltage and small drain voltage, the steps of (c) give weights proportional to $(L_i/Q_i)\,d\ln Q_i/dV_G$. Well above all local thresholds $V_i$, $Q_i\approx C(V_G-V_i)$, and the weight becomes proportional to $L_i/(V_G-V_i)^2$. The exponential preference for the halo is gone.

With a charge law that interpolates between the two regimes, the ratio of $\sigma$ at $L_m=1$ µm to $\sigma$ at 0.1 µm is 0.91 at $V_G=0.4$ V and 0.35 at 1.0 V. A charge-sheet model, which does not fix the inversion-layer thickness, gives 0.95 and 0.36. The value at 1.0 V lies below the area-law ratio of 0.43. One reason is that lengthening also dilutes the halo's larger $A_i^2$. With equal weights per length and the $A_i$ of part (d), the mean of $A_i^2$ over the channel falls from 0.95 to 0.73 (mV µm)², which turns 0.43 into 0.37. This estimate leaves out two further effects that lower the ratio. At 1.0 V the depletion layers are deeper than in part (d), which raises $A_h$ more than $A_m$, and the halo still has the larger weight per length.

*Lateral coupling.* The surface potential cannot jump between segments. Balancing the vertical flux against the lateral flux through a depletion layer of depth $d$ gives a smoothing length $\sqrt{\varepsilon d/(nC)}=\sqrt{6.0\times21.5/1.28}\approx10$ nm in the halo. A linear model of this kind, with source and drain attached and the gate voltage unchanged, lowers the halo barrier by 31 mV. The ratio of $\sigma$ between the two lengths becomes 0.93 instead of 0.99. That corresponds to a crossover length of roughly 11 µm. Restoring the current to 50 pA lowers the gate voltage to about −9 mV at $L_m=1$ µm; the ratio is then 0.91 and the crossover length roughly 9 µm. The linear model contains no junction depth. In a two-dimensional solution of Poisson's equation, junction depths from 10 to 50 nm give a barrier lowering from 24 to 37 mV and, at 50 pA, a crossover length from about 12 to 7 µm. This is a large correction to $L_x$, although the gain from lengthening stays small.

*Temperature.* At 398 K and the same current, with the band gap kept at 1.12 eV, $L_x$ falls to 8.6 µm and the ratio to 0.91. The narrowing of the gap with temperature lowers $L_x$ further, to about 7.6 µm. Heat and lateral coupling were not combined in one calculation. If their reductions of $L_x$ simply multiplied, $L_x$ would be about 1 µm, and lengthening the middle to 1 µm would then help appreciably.

*Confinement and mobility.* In a triangular well, with the longitudinal mass $0.916\,m_0$ and the asymptotic level formula, the lowest electron level lies at 132 meV in the halo and 88 meV in the middle (the exact Airy zero gives 133 and 89 meV, and 5.5 in place of the 5.4 below). If only this level is counted, the difference multiplies the halo's relative resistance at fixed gate voltage, and with it $L_x$, by 5.4; including the higher levels raises the factor to about 7. With all levels counted and the two-dimensional density of states in place of the fixed thickness $t$, restoring the current to 50 pA takes a gate voltage of about 0.22 V, which brings the factor on $L_x$ to about 14. At $L_m=1$ µm the middle's charge is then about 0.2 of $n_mCv_T$, so weak inversion holds there only approximately. Because the level moves with the dopant charge, the halo's threshold fluctuation also grows by a factor of about 1.3. At fixed gate voltage, a lower mobility in the halo would raise $L_x$ by the mobility ratio, since each series term is proportional to $1/\mu_i$. Restoring the current raises the gate voltage and adds a little: half the mobility in the halo gives a factor of 2.2.

*Uneven current.* Equation (12) averages the dopants over the segment's whole area. A halo patch as wide as its depletion depth has a logarithm of resistance that varies with standard deviation 1.56, which is not small. Two limiting networks of such patches, one with separate current paths and one with full equalization across the width, give a halo fluctuation 1.45 and 1.59 times the linear value. Both treat neighbouring patches as independent, though lateral coupling smooths them, and both depend on the patch size, which is fixed only roughly: patches of 25 nm give 1.36 and 1.48, patches of 17 nm give 1.6 and 1.9. The absolute $\sigma$ of this example is therefore uncertain by tens of per cent. The fluctuation of a whole halo is still small, so its larger value enters (13) with the same weight, and the relative effect of lengthening changes only through $L_x$. That change is not negligible: uneven current lowers the halo's mean resistance relative to the middle's, and in the two networks $L_x$ falls to about 0.7 and 0.4 of its value (0.7 to 0.9 and 0.5 to 0.2 as the halo patch size goes from 25 to 17 nm). Added width also helps a little less than in the linear model: making the device 5.5 times wider lowers the halo fluctuation to about 0.44 and 0.50 of its value, where $W^{-1/2}$ would give 0.43.

*Beside a real device.* The oxide thickness and doping are rough values in the regime of low-power silicon transistors with halo implants. The current of 50 pA belongs to circuits that run deep in weak inversion. Leakage currents, which can matter at such a level, are not included. Depletion of the polysilicon gate is also left out; with a gate doping of $10^{20}$ cm⁻³ it would raise $L_x$ by a factor of about 1.4 at the same current. Real halos have graded rather than box-shaped profiles, an effect not estimated here. Nor are real segments isolated from each other: the estimate of lateral coupling above, made for box-shaped profiles, moves $L_x$ from 93 to about 9 µm at 50 pA. Other sources of mismatch, such as gate-material granularity and edge roughness, are absent, so the values of $\sigma$ describe dopants alone.

The design rule that follows has conditions. If the whole channel is in weak inversion and $L_m$ is well below $L_x$, taken with the corrections above, area added to the lightly doped middle does little for matching, while area added as width, at fixed current per width, lowers $\sigma$ as $W^{-1/2}$ in the linear model and somewhat more slowly when the current is uneven. If the gate is driven well above all local thresholds, or if $L_m$ reaches $L_x$, added length helps again. The numerical output below lists most of the values used here.

## Computed values

```
Oxide 2.0 nm; inversion layer 1.0 nm
Width 1.0 um; each halo 50 nm
Doping halo 2.0e+18, middle 5.0e+17 cm^-3
T 300 K; thermal voltage 25.85 mV
Mobility 300 cm2/Vs; drain bias 50 mV
Fixed current 50 pA; Cox 1.727 uF/cm2
At middle length 1 um (halo, middle):
 gate voltage 57.3 mV
 band bending 0.713, 0.857 V
 depletion depth 21.5, 47.1 nm
 slope factor 1.279, 1.127
 inversion charge 7.608e-07, 8.044e-04 uC/cm2
 A 1.110, 0.822 mV um
 middle charge/(n Cox vT) 0.0160
Halo sigma (both halos, L_m=0.1 um bias) 3.511 mV
Crossover length Lx 93.1 um; g 5.89e-04
L_m um | Vg mV | r_m | w_m | sigma, closed, area law mV
 0.1 | 57.1 | 0.00095 | 0.00107 | 3.507, 3.507, 3.507
 1.0 | 57.3 | 0.00937 | 0.01062 | 3.474, 3.473, 1.495
 10.0 | 60.0 | 0.08555 | 0.09597 | 3.176, 3.170, 0.493
 100.0 | 77.7 | 0.46542 | 0.49668 | 1.777, 1.693, 0.157
Sigma ratio 1 um/0.1 um: 0.9905; area law 0.4264
Series-current test, largest error 0.22 %
Poisson/depletion factor 0.988, 0.989
Monte Carlo 1 um: 3.508 mV; formula 3.474 mV
Weak halo 7.0e+17 cm^-3, L_m 2.0 um:
 r_m 0.845, w_m 0.848, Lx 0.359 um
 Monte Carlo 0.645, formula 0.632 mV
 halo term alone 0.413 mV
Lateral coupling length 10.0 nm
 barrier lowering 31.3 mV at L_m 1 um
 middle resistance share 0.0247 to 0.0851
 sigma 3.404 to 3.156 mV; ratio 0.9271
Well level halo 132, middle 88 meV
 halo resistance factor 5.39, sigma 1.30
Patch log-resistance spread 1.56; 47 x 2 patches
 halo sigma/linear: separate 1.45, mixed 1.59
At 398 K: Lx 8.56 um, ratio 0.9086
Sigma ratio at gate 0.4 V 0.914, at 1.0 V 0.351
Halo doping/valence density of states 0.109
Junction field 0.83 MV/cm; tunnelling exponent 25.8
```
